# Hydrogen chloride released in the metal pulse of hafnium oxide deposition: a numerical check

```python
"""
Result under test: in HfCl4/H2O atomic layer deposition the mean number n
of HCl released per adsorbed Hf in the metal pulse follows from
    n = (M_HfCl4 - R * M_HfO2) / M_HCl,
R = (mass gain after metal pulse and purge) / (mass gain of full cycle).
Extended form: f = fraction of adsorbed Hf lost after the first reading,
w = H2O lost per adsorbed Hf in the metal pulse,
c, h = Cl and H kept in the film per retained Hf.
Molar masses are in g/mol. The test counts atoms and released molecules in
a random surface-reaction simulation and compares with the mass inference.
"""
import numpy as np
from scipy.constants import N_A
from scipy.optimize import brentq

M_HF, M_O, M_CL, M_H = 178.49, 15.999, 35.45, 1.008
ATOM_MASSES = np.array([M_HF, M_O, M_CL, M_H])
M_CHLORIDE = M_HF + 4 * M_CL
M_OXIDE = M_HF + 2 * M_O
M_HCL = M_H + M_CL
M_WATER = 2 * M_H + M_O


def infer_hcl(ratio, f=0.0, w=0.0, c=0.0, h=0.0):
    """HCl released per adsorbed Hf, inferred from the mass ratio."""
    film = M_OXIDE + c * (M_CL - M_O / 2) + h * (M_H + M_O / 2)
    return (M_CHLORIDE - w * M_WATER - ratio * (1 - f) * film) / M_HCL


def simulate(first, last, start_oh, paired=False, loss=0.0,
             trapped_cl=0.0, trapped_oh=0.0, early_water=0.0):
    """Count atoms (Hf, O, Cl, H) event by event; tally cycles first..last-1."""
    rng = np.random.default_rng(7)
    atoms = np.zeros(4)
    live_oh = start_oh
    metal_mass = cycle_mass = 0.0
    adsorbed = released = lost = water = 0
    kept = np.zeros(4)
    for cycle in range(last):
        before = atoms.copy()
        # two hydroxyls may condense to one oxygen and a water molecule
        early = int(rng.binomial(live_oh // 2, early_water))
        live_oh -= 2 * early
        atoms += early * np.array([0, -1, 0, -2])
        # each arriving HfCl4 reacts with zero, one or two hydroxyls
        arrivals = int(rng.binomial(30000, 0.7))
        chance = min(1.0, 0.45 * live_oh / arrivals)
        if paired:
            bonds = 2 * rng.binomial(1, chance, arrivals)
        else:
            bonds = rng.binomial(2, chance, arrivals)
        hcl = int(bonds.sum())
        live_oh -= hcl
        assert live_oh >= 0
        atoms += np.array([arrivals, 0, 4 * arrivals - hcl, -hcl])
        gain_metal = ATOM_MASSES @ (atoms - before)
        # water may carry off Hf(OH)kCl(4-k), leaving k surface hydroxyls
        gone = rng.random(arrivals) < loss
        freed = int(bonds[gone].sum())
        n_gone = int(gone.sum())
        atoms += np.array([-n_gone, 0, -(4 * n_gone - freed), freed])
        live_oh += freed
        # hydrolysis replaces Cl by OH; the rest of the Cl stays buried
        chlorines = int((4 - bonds[~gone]).sum())
        hydrolysed = int(rng.binomial(chlorines, 1 - trapped_cl))
        atoms += hydrolysed * np.array([0, 1, -1, 1])
        live_oh += hydrolysed
        pairs = int(rng.binomial(live_oh // 2, 0.65))
        live_oh -= 2 * pairs
        atoms += pairs * np.array([0, -1, 0, -2])
        # buried hydroxyl stays in the film but no longer reacts
        live_oh -= int(rng.binomial(live_oh, trapped_oh))
        if cycle >= first:
            metal_mass += gain_metal
            cycle_mass += ATOM_MASSES @ (atoms - before)
            adsorbed += arrivals
            released += hcl
            lost += n_gone
            water += early
            kept += atoms - before
    return dict(ratio=metal_mass / cycle_mass, n=released / adsorbed,
                f=lost / adsorbed, w=water / adsorbed,
                c=kept[2] / kept[0], h=kept[3] / kept[0])


def extended(run):
    return infer_hcl(run["ratio"], run["f"], run["w"], run["c"], run["h"])


# Steady growth: the simple inference must recover the counted HCl.
steady = simulate(50, 200, 20000)
paired = simulate(50, 200, 20000, paired=True)
for run in (steady, paired):
    assert abs(infer_hcl(run["ratio"]) - run["n"]) < 2e-3
# Different site chemistry with the same mean gives the same mass ratio.
assert abs(steady["ratio"] - paired["ratio"]) < 1e-3

# Start-up without hydroxyl: simple form fails, extended form holds.
startup = simulate(0, 1, 0)
assert abs(infer_hcl(startup["ratio"]) - startup["n"]) > 0.2
assert abs(extended(startup) - startup["n"]) < 1e-9

# One broken assumption at a time.
faults = {"Hf loss": dict(loss=0.02), "trapped Cl": dict(trapped_cl=0.005),
          "trapped OH": dict(trapped_oh=0.05),
          "early water": dict(early_water=0.2)}
fault_errors = {}
for name, setting in faults.items():
    run = simulate(50, 200, 20000, **setting)
    fault_errors[name] = infer_hcl(run["ratio"]) - run["n"]
    assert abs(fault_errors[name]) > 0.01
    assert abs(extended(run) - run["n"]) < 1e-9

# Worked example: round readings in ng/cm2.
full_gain, metal_gain = 50.0, 67.5
R = metal_gain / full_gain
n = infer_hcl(R)
assert abs(n - 1) < 0.05
hf_cm2 = full_gain * 1e-9 / M_OXIDE * N_A
hf_nm2 = hf_cm2 * 1e-14
water_step = hf_cm2 / N_A * (2 * M_WATER - (4 - n) * M_HCL) * 1e9
assert abs(water_step - (full_gain - metal_gain)) < 1e-9
density = 9.0
thickness_nm = full_gain * 1e-9 / density * 1e7
slope = -M_OXIDE / M_HCL
R_low, R_high = [(M_CHLORIDE - x * M_HCL) / M_OXIDE for x in (1.5, 0.5)]
water_only = (M_CHLORIDE - R * M_OXIDE) / M_WATER

# Quartz crystal: linear law against the loaded-resonator equation.
f0, quartz_density, quartz_shear = 6.0e6, 2650.0, 2.95e10
impedance = np.sqrt(quartz_density * quartz_shear)
hz_per_ng = 2 * f0**2 * 1e-8 / impedance
for gain in (full_gain, metal_gain):
    areal = gain * 1e-8
    shift = brentq(lambda d: np.tan(np.pi * d / f0)
                   - 2 * np.pi * (f0 - d) * areal / impedance,
                   0.0, 100.0, xtol=1e-11)
    assert abs(shift / (hz_per_ng * gain) - 1) < 1e-5

# Neglected effects: change of inferred n for assumed small values.
f_ex, c_ex, h_ex, w_ex, dR = 0.02, 0.02, 0.05, 0.10, 0.005
ppm_per_K, dT = 20.0, 1e-3
thermal_hz = f0 * ppm_per_K * 1e-6 * dT
thermal_ng = thermal_hz / hz_per_ng
shifts = {
    "later Hf loss": infer_hcl(R, f=f_ex) - n,
    "residual Cl": infer_hcl(R, c=c_ex) - n,
    "residual H": infer_hcl(R, h=h_ex) - n,
    "early water loss": infer_hcl(R, w=w_ex) - n,
    "ratio reading +0.005": infer_hcl(R + dR) - n,
    "apparent thermal mass gain": infer_hcl(R + thermal_ng / full_gain) - n,
}

print(f"Atomic masses Hf, O, Cl, H: {M_HF}, {M_O}, {M_CL}, {M_H} g/mol")
print(f"M(HfCl4) = {M_CHLORIDE:.3f} g/mol")
print(f"M(HfO2) = {M_OXIDE:.3f} g/mol")
print(f"M(HCl) = {M_HCL:.3f} g/mol")
print(f"M(H2O) = {M_WATER:.3f} g/mol")
for k in range(5):
    print(f"Mass ratio for n = {k}: {(M_CHLORIDE - k*M_HCL)/M_OXIDE:.4f}")
print(f"Full-cycle gain = {full_gain:.1f} ng/cm2")
print(f"Gain after metal pulse = {metal_gain:.1f} ng/cm2")
print(f"Measured ratio R = {R:.3f}")
print(f"Inferred HCl per Hf, n = {n:.3f}")
print(f"Cl left per Hf = {4-n:.3f}")
print(f"Water-pulse mass change = {water_step:.2f} ng/cm2")
print(f"Hf added per cycle = {hf_nm2:.3f} per nm2")
print(f"HCl released in metal pulse = {n*hf_nm2:.3f} per nm2")
print(f"Cl left after metal pulse = {(4-n)*hf_nm2:.3f} per nm2")
print(f"Assumed film density = {density:.1f} g/cm3")
print(f"Thickness per cycle = {thickness_nm:.4f} nm")
print(f"Sensitivity dn/dR = {slope:.3f}")
print(f"R range with nearest integer one: {R_low:.4f} to {R_high:.4f}")
print(f"H2O per Hf that would mimic R with no HCl = {water_only:.3f}")
print(f"Simulation, steady: R = {steady['ratio']:.4f}")
print(f"  counted n = {steady['n']:.4f}, "
      f"inferred n = {infer_hcl(steady['ratio']):.4f}")
print(f"Simulation, only 0 or 2 HCl per Hf: R = {paired['ratio']:.4f}")
print(f"  counted n = {paired['n']:.4f}, share with 2 = {paired['n']/2:.4f}")
print(f"Simulation, first cycle without OH: R = {startup['ratio']:.4f}")
print(f"  counted n = {startup['n']:.4f}, "
      f"simple inference = {infer_hcl(startup['ratio']):.4f}")
for name, error in fault_errors.items():
    print(f"Simulation, {name}: simple n minus counted n = {error:+.4f}")
print(f"Crystal frequency = {f0/1e6:.1f} MHz")
print(f"Quartz density = {quartz_density:.0f} kg/m3, "
      f"shear modulus = {quartz_shear/1e9:.1f} GPa")
print(f"Frequency drop, full cycle = {hz_per_ng*full_gain:.3f} Hz")
print(f"Frequency drop, metal pulse = {hz_per_ng*metal_gain:.3f} Hz")
print(f"Assumed f = {f_ex}, c = {c_ex}, h = {h_ex}, w = {w_ex}")
print(f"Assumed thermal slope = {ppm_per_K:.0f} ppm/K, "
      f"step = {dT*1e3:.1f} mK")
print(f"Thermal shift = {thermal_hz:.3f} Hz = {thermal_ng:.3f} ng/cm2")
for name, change in shifts.items():
    print(f"Change of n from {name} = {change:+.4f}")
print(f"Sum of sizes of these changes = "
      f"{sum(abs(x) for x in shifts.values()):.3f}")
print("success")
```

Output:

```
Atomic masses Hf, O, Cl, H: 178.49, 15.999, 35.45, 1.008 g/mol
M(HfCl4) = 320.290 g/mol
M(HfO2) = 210.488 g/mol
M(HCl) = 36.458 g/mol
M(H2O) = 18.015 g/mol
Mass ratio for n = 0: 1.5217
Mass ratio for n = 1: 1.3484
Mass ratio for n = 2: 1.1752
Mass ratio for n = 3: 1.0020
Mass ratio for n = 4: 0.8288
Full-cycle gain = 50.0 ng/cm2
Gain after metal pulse = 67.5 ng/cm2
Measured ratio R = 1.350
Inferred HCl per Hf, n = 0.991
Cl left per Hf = 3.009
Water-pulse mass change = -17.50 ng/cm2
Hf added per cycle = 1.431 per nm2
HCl released in metal pulse = 1.418 per nm2
Cl left after metal pulse = 4.304 per nm2
Assumed film density = 9.0 g/cm3
Thickness per cycle = 0.0556 nm
Sensitivity dn/dR = -5.773
R range with nearest integer one: 1.2618 to 1.4351
H2O per Hf that would mimic R with no HCl = 2.006
Simulation, steady: R = 1.3513
  counted n = 0.9838, inferred n = 0.9837
Simulation, only 0 or 2 HCl per Hf: R = 1.3512
  counted n = 0.9841, share with 2 = 0.4920
Simulation, first cycle without OH: R = 1.4356
  counted n = 0.0000, simple inference = 0.4967
Simulation, Hf loss: simple n minus counted n = -0.1584
Simulation, trapped Cl: simple n minus counted n = +0.0152
Simulation, trapped OH: simple n minus counted n = +0.0185
Simulation, early water: simple n minus counted n = +0.0564
Crystal frequency = 6.0 MHz
Quartz density = 2650 kg/m3, shear modulus = 29.5 GPa
Frequency drop, full cycle = 4.072 Hz
Frequency drop, metal pulse = 5.497 Hz
Assumed f = 0.02, c = 0.02, h = 0.05, w = 0.1
Assumed thermal slope = 20 ppm/K, step = 1.0 mK
Thermal shift = 0.120 Hz = 1.474 ng/cm2
Change of n from later Hf loss = +0.1559
Change of n from residual Cl = -0.0203
Change of n from residual H = -0.0167
Change of n from early water loss = -0.0494
Change of n from ratio reading +0.005 = -0.0289
Change of n from apparent thermal mass gain = -0.1702
Sum of sizes of these changes = 0.441
success
```
